The one-dimensional donor: binding energy and the logarithm of the cutoff

A one-dimensional model of donor binding in a thin semiconductor wire must decide how the Coulomb potential is cut off at short distance, and how carefully. The dependence is logarithmic, which suggests that a rough cutoff and the leading logarithm will do. The derivation below gives the sensitivity to the cutoff and shows how small it must be before the leading logarithm is useful. For a silicon wire of 2 nm radius that logarithm overestimates the binding about fourfold.

**1. The model and its units**

An electron of effective mass m moves along x in the field of a donor at x = 0:

V(x) = −e²/[4πε(|x| + d)],  d > 0.  (1)

Here ε is the absolute permittivity and d is the cutoff length. Define

a* = 4πεħ²/(me²),  Ry* = ħ²/(2ma*²).  (2)

Measure lengths in a*. The kinetic term becomes −Ry* d²/dx². The potential has the prefactor e²/(4πεa*) = ħ²/(ma*²) = 2 Ry*. Division by Ry* gives

−ψ'' − 2ψ/(|x| + d) = Eψ,  E = −κ²,  (3)

with E in Ry* and κ in 1/a*. The binding energy is B = κ².

The potential is even and finite. Its ground state has no node and is therefore even, and a finite potential leaves ψ' continuous, so

ψ'(0) = 0.  (4)

**2. A bound that already diverges**

Take the normalized trial function √q exp(−q|x|). Its kinetic energy is ∫ψ'² dx = q². Its potential energy is

−4q ∫₀^∞ e^(−2qx)/(x + d) dx = −4q e^(2qd) E₁(2qd),

where E₁(y) = ∫_y^∞ e^(−t)/t dt and the substitution t = 2q(x + d) was used. Hence

E ≤ q² − 4q e^(2qd) E₁(2qd).  (5)

With Euler's constant γ, E₁(y) = −γ − ln y + ∫₀^y (1 − e^(−t))/t dt. The last integral is positive, so E₁(y) > −γ − ln y. Also e^(2qd) > 1. Write L = ln(1/d) and choose q = 2L. When d is small enough that L − ln(4L) − γ > 0,

E < 4L² − 8L[L − ln(4L) − γ] = −4L² + 8L[ln(4L) + γ].  (6)

The binding therefore grows without limit as d → 0, at least as fast as 4L² to leading order. This is a bound on one side. The wave equation supplies the value.

**3. The decaying solution**

For x > 0 put z = 2κ(x + d) and α = 1/κ. Since d²/dx² = 4κ² d²/dz² and 2/(x + d) = 4κ/z, division of (3) by 4κ² gives

d²ψ/dz² = (1/4 − α/z)ψ.  (7)

Set ψ = e^(−z/2) w. Then d²ψ/dz² = e^(−z/2)(w'' − w' + w/4), where primes on w mean d/dz, and

w'' − w' + αw/z = 0.  (8)

With w = zu we have w' = u + zu' and w'' = 2u' + zu'', so

zu'' + (2 − z)u' − (1 − α)u = 0.  (9)

By (6) the ground state has κ > 1 for small d, hence 0 < α < 1. In that range the decaying solution is

u(z) = ∫₀^∞ e^(−zt) φ(t) dt,  φ(t) = [(1 + t)/t]^α.  (10)

To verify this, apply the operator in (9) to e^(−zt). The result is

[zt² − 2t + zt − (1 − α)]e^(−zt) = −d/dt[t(1 + t)e^(−zt)] + αe^(−zt),

because the derivative on the right, with its sign, gives zt(1 + t) − (1 + 2t). Multiply by φ and integrate by parts. The boundary term t(1 + t)φe^(−zt) vanishes at infinity, and at t = 0 because it behaves as t^(1−α). What remains is ∫e^(−zt)[t(1 + t)φ' + αφ]dt. Differentiating ln φ gives φ' = −αφ/[t(1 + t)], so the integrand is zero. At large z, u grows or falls only as a power of z, so ψ decays as e^(−z/2) times a power.

**4. Behaviour near the donor**

The point x = 0 corresponds to z₀ = 2κd, which is small. Since z∫₀^∞ e^(−zt)dt = 1,

w(z) = 1 + zJ(z),  J(z) = ∫₀^∞ e^(−zt)[φ(t) − 1]dt.  (11)

At large t, φ − 1 ≈ α/t, which produces a logarithm. Separate it by subtracting and adding α/(1 + t). The added part is αe^z E₁(z) → −α(ln z + γ). The rest converges at z = 0 to

C = ∫₀^∞ [φ − 1 − α/(1 + t)]dt = ∫₀¹ [s^(−α) − 1 − α(1 − s)]/(1 − s)² ds,

where s = t/(1 + t), 1 + t = 1/(1 − s) and dt = ds/(1 − s)². Integrate by parts with s/(1 − s) as the antiderivative of 1/(1 − s)². The boundary terms vanish: near s = 1 the bracket is of order (1 − s)², and near s = 0 the product is of order s^(1−α). Therefore

C = α ∫₀¹ [s^(−α) − s]/(1 − s) ds = α[1 + S(α)],

S(α) = ∫₀¹ [s^(−α) − 1]/(1 − s) ds.  (12)

The middle step used s^(−α) − s = (s^(−α) − 1) + (1 − s). Expanding 1/(1 − s) in powers of s and integrating term by term,

S(α) = Σₙ₌₁^∞ [1/(n − α) − 1/n] = Σₙ₌₁^∞ α/[n(n − α)] = ζ(2)α + ζ(3)α² + …,  (13)

where ζ(k) = Σ 1/n^k. In terms of the digamma function, S(α) = −γ − digamma(1 − α). Collecting the parts of J,

w = 1 − αz[ln z + γ − 1 − S(α)] + smaller terms.  (14)

The derivative follows from (8) without differentiating an error estimate. Since w → 1, w'' = −α/z plus terms that integrate to zero as z → 0. Thus w' = −α ln z + c, and one more integration gives w = 1 − αz ln z + (α + c)z. Comparison with (14) fixes c = −α[γ − S(α)], so

w' = −α[ln z + γ − S(α)].  (15)

**5. The level condition**

Condition (4) requires d(e^(−z/2)w)/dz = 0, or w' = w/2, at z₀. There w = 1 to leading order. Dividing by α = 1/κ and moving all terms to one side,

κ/2 + ln(2κd) + γ − S(1/κ) = 0.  (16)

The neglected terms in w' − w/2 are of order z₀. Division by α makes them of order κ²d in (16), and they vanish because κ grows only logarithmically. For κ > 1 the left side rises steadily from −∞, since S decreases as κ grows. Equation (16) thus has one root, the ground state.

For large κ, S(1/κ) is of order 1/κ. Dropping it and subtracting ln 2 + ln(2d) + γ from both sides gives

κ/2 + ln(κ/2) = ln[e^(−γ)/(4d)].

Exponentiation yields (κ/2)e^(κ/2) = e^(−γ)/(4d). The Lambert function W₀(y) is the positive solution of We^W = y for y > 0, so

κ₀ = 2W₀(e^(−γ)/(4d)).  (17)

To restore the first omitted term write κ = κ₀ + δ. Linearizing (16) gives δ/2 + δ/κ₀ = ζ(2)/κ₀, hence

δ = 2ζ(2)/(κ₀ + 2).  (18)

At d = 10⁻¹⁰⁰ a*, direct integration of (3) gives κ = 445.78402, while (17) gives 445.77666. The difference is 1.0016 times the value from (18). The excess is of the size of the next term in (13), which is smaller than the first by ζ(3)/[ζ(2)κ].

**6. The squared logarithm**

Put h = κ/2. Equation (16) reads h = L − ln h − ln 4 − γ + O(1/h). Since ln h is small compared with h, h/L → 1. Replacing ln h by ln L then costs only O(ln L/L):

κ = 2[L − ln(4L) − γ] + O(ln L/L).  (19)

Squaring gives

E = −4L² + 8L[ln(4L) + γ] + O(ln² L).  (20)

In ordinary units the leading law is

B ≈ 4 Ry* ln²(a*/d),  d → 0.  (21)

The bound (6) agrees with (20) through the term of order L ln L and the term of order L.

The relative correction to (21) is −2[ln(4L) + γ]/L, which fades slowly. The ratio of the numerical binding to 4L² is 0.31 at d = 10⁻³ a*, 0.83 at 10⁻³⁰ a* and 0.976 at 10⁻³⁰⁰ a*. The last two cutoffs have no physical meaning as lengths in a solid. They show that (21) is a statement about a limit. A calculation at physical cutoffs should use a numerical solution, or (16) if d is no larger than about 0.1 a* and an error of about 5% is acceptable. In that range the error of (16) changes sign: the binding is about 4% too small at d = 0.01 to 0.03 a* and 5% too large at 0.1 a*. For larger cutoffs the dropped terms of order κ²d are no longer small, and at d = 0.5 a* it overestimates the binding by 65%. Its root always has κ > 1, whereas the true binding tends to zero as d grows.

The physical origin is the area of the potential well. A state of width 1/κ sees approximately the integrated strength

g = 2∫₀^(1/κ) 2 dx/(x + d) = 4 ln[1 + 1/(κd)].

A contact well −gδ(x) binds with κ = g/2, because the slope jumps by −gψ(0) = −2κψ(0). Hence, for κd ≪ 1, κ ≈ 2 ln[1/(κd)], which is (16) without its constants and without S. As d shrinks the well gains area only logarithmically, but the energy is the square of κ.

The same relation answers the question of sensitivity. Differentiating (16) without S gives (1/2 + 1/κ)dκ = −d(ln d), so

d(ln B)/d(ln d) = −4/(κ + 2).  (22)

For large κ the fractional error in the binding is thus a small multiple of the fractional error in d, while the absolute error, B times this factor, grows as 4κ. At moderate κ (22) is only a rough guide: for the wire of section 9 it gives −0.94, while the numerical solution of (3) gives −0.67. Restoring S alone gives about −0.51 at the numerical κ (−0.52 at the root of (16)), so the terms of order κ²d dropped from (16) matter there as well.

**7. The other levels and the opposite limit**

The divergence belongs to the ground state alone. An odd state has ψ(0) = 0 and is a half-line state. On the half-line −2/(x + d) lies above −2/x. The latter potential has the nodeless solution f = 2xe^(−x), for which −f'' − 2f/x = −f, so its lowest energy is −1. The lowest odd level of (3) therefore lies above −1. In one dimension levels are ordered by their number of nodes, and this one-node state is the first excited level. All other excited levels lie higher still.

The shift of the odd level is, to first order in d,

∫₀^∞ f²[2/x − 2/(x + d)]dx = 8d∫₀^∞ xe^(−2x)/(x + d)dx ≈ 4d.

For d = 10⁻³ a* this predicts −0.996 Ry*, and the numerical level is −0.99606 Ry*. The next even level is at −0.724 Ry*, while the ground state is at −59.49 Ry*. The minimum of (5) gives −57.71 Ry*, which leaves out 3% of the binding.

In the opposite limit, d ≫ a*, the state is narrow compared with d. Expanding the potential, −2/(|x| + d) ≈ −2/d + 2|x|/d², turns (3) into a linear well. Its length scale is (d²/2)^(1/3), which is indeed small compared with d. The even solution is an Airy function, and

E ≈ −2/d + c(2/d²)^(2/3),  (23)

where −c is the first zero of Ai'. The second term is smaller than the first by a factor of order d^(−1/3). The binding then follows the depth of the well, 2/d, and no logarithm appears.

**8. What the cutoff means in a wire**

In a wire the electron occupies a transverse state with density n(ρ), where ρ is the distance from the axis. If it stays in that one state, a donor on the axis produces

V_w(x) = −2⟨(x² + ρ²)^(−1/2)⟩,  (24)

with the average taken over n. When the wire is much thinner than 1/κ, ψ is nearly constant across the region where V_w differs from −2/|x|. Only the integral of the potential then matters. Up to a distance X much larger than the wire radius,

∫₀^X ⟨(x² + ρ²)^(−1/2)⟩dx = ⟨arsinh(X/ρ)⟩ ≈ ln(2X) − ⟨ln ρ⟩,

∫₀^X dx/(x + d) ≈ ln X − ln d.

Equating them gives

d = ½ exp⟨ln ρ⟩.  (25)

For the transverse density of the next section, the cutoff model with (25) overbinds relative to (24) by 5.8% at a radius of 0.1 a*, by 0.27% at 10⁻³ a* and by 0.006% at 10⁻⁵ a*. The matching is thus a thin-wire result.

**9. A phosphorus donor in a silicon nanowire**

Consider a [001] silicon wire of radius 2.0 nm in thick alumina, with the donor on its axis. Rough typical parameters are masses of 0.19 and 0.92 m₀ and a relative permittivity of 11.7. The lowest four valleys have the light mass along the wire and the two unequal masses across it. The other two lie 118 meV higher in this hard-wall model. The axial mass 0.19 m₀ in (2) gives a* = 3.259 nm and Ry* = 18.88 meV.

The transverse ground state gives d/R = 0.1772, so

d = 0.1772 × 2.0 nm = 0.354 nm,  d/a* = 0.109.

Numerical solution of (3) gives κ = 2.269, and

B = 2.269² × 18.88 meV = 97.2 meV.

The averaged potential (24) gives 86.0 meV, so replacing it by the cutoff costs 13%. The decay length 1/κ = 3.259/2.269 = 1.44 nm is shorter than the wire radius, and the thin-wire argument behind (25) is strained.

The approximations can be compared with the cutoff-model value of 97.2 meV:
- The level condition (16) gives 103.1 meV, 6% too much.
- The Lambert form (17), which drops S, gives 33.3 meV, about a third.
- The leading law (21) gives 4 × 18.88 × ln²(1/0.1088) ≈ 372 meV, almost four times the numerical value.

This wire is far from the asymptotic regime. A thinner wire binds more strongly because a smaller d deepens the potential at every x, but the leading logarithm does not supply the number.

**10. The model beside the real wire**

A diameter of 4 nm is at the small end for fabricated silicon wires, and several effects outside the model are not small there. Each is sized separately, with the radius held at 2 nm unless stated, and the shifts need not add.

The effect of the cladding depends strongly on its permittivity. The electric field of the donor passes partly through the surrounding insulator. With a relative permittivity of 9.0 for alumina the binding rises from 86.0 to 99.2 meV. With 3.9 for silica it rises to 166.4 meV, nearly twice the uniform-dielectric value. An oxidized wire therefore breaks the assumption of a single permittivity badly. The electron's own image energy is the same at every x, so within one subband it shifts bound and free states alike. A nearby metal gate would screen the donor and weaken the binding, and is not included.

Phosphorus also departs from a Coulomb potential within its own atomic cell. A variational effective-mass calculation for bulk silicon gives 29.6 meV, against a real level of roughly 45 meV. Assign the difference to a contact potential and scale it by the computed density at the donor, 2.68 times the bulk value, and by the number of valleys that take part, 4 instead of 6:

(45 − 29.6) × 2.68 × 4/6 ≈ 28 meV.

This first-order estimate uses the density of a single transverse state, which lacks the Coulomb cusp at the donor. Coupling the transverse states raises the density to about 5 times the bulk value and the estimate to about 50 meV. A shift that large is no longer a small perturbation, so these figures show only that the effect matters.

Mixing with higher transverse states also deepens the level itself. The nearest state of the required symmetry lies 277 meV above the lowest. A second-order closure estimate gives about 19 meV, but it assigns this smallest gap to every higher state and ignores the kinetic energy along the wire. Solving the coupled problem gives only about 4 meV.

The bulk axial mass is itself an approximation, because the transverse confinement energy is about 170 meV. With a typical nonparabolicity coefficient of 0.5 per eV, the axial mass rises by about 16% and the binding from 86.0 to about 90 meV.

Other changes can be read within the cutoff model, from its 97.2 meV. A barrier of roughly 2.5 eV and 0.3 m₀ lets the electron penetrate 0.225 nm. Enlarging the radius by that length raises d by 11% and lowers the binding by 7%, to 90.5 meV. A transverse density for equal cross masses gives 94.8 meV. Moving the donor to the wall, in the heavy-mass direction, gives 46.3 meV. The cutoff is a poorer substitute there: the averaged potential for the same position gives about 38 meV. The position of the donor thus matters much more here than the detailed shape of the transverse state.

At 300 K, kT = 25.85 meV. Let N be the number of donors per length, f their ionized fraction and λ = h/√(2πmkT) = 9.87 nm the thermal length. Keep only the ground level, and neglect its valley splitting, so that bound and free electrons have the same spin and valley degeneracy. For a dilute electron gas the ratio of neutral to ionized donors is then the free density fN times λe^(B/kT):

(1 − f)/f = fb,  b = Nλe^(B/kT),  f = 2/[1 + √(1 + 4b)].  (26)

For one donor per 100 nm and B = 86.0 meV, b = 0.0987 × e^3.327 ≈ 2.75 and f = 0.45. With the alumina cladding included, f = 0.37. Under these conditions fewer than half the donors supply a free electron at room temperature, and the further binding estimated above would lower that fraction. Most of the computed values are collected in the numerical output.

Numbers as computed

```
d/a*     kappa a*    -E/Ry*     -E/(4 ln^2)
1e-01     2.33363        5.4458  0.2568
1e-03     7.71297       59.4900  0.3117
1e-09    32.07465     1028.7831  0.5989
1e-30   125.96858    15868.0841  0.8314
1e-100   445.78402   198723.3888  0.9370
1e-300  1364.57554  1862066.4177  0.9756
Lambert kappa at d=1e-100: 445.77666 /a*
correction/prediction there: 1.0016
variational -E at d=1e-3: 57.707 Ry*
first odd level, d=1e-3: -0.99606 Ry*
next even level, d=1e-3: -0.72386 Ry*
cutoff-model excess, R=1e-01 a*: 5.8498 %
cutoff-model excess, R=1e-03 a*: 0.2711 %
cutoff-model excess, R=1e-05 a*: 0.0056 %
masses m_t, m_l: 0.19, 0.92 m0 (rough)
permittivity Si, alumina, silica: 11.7, 9.0, 3.9
wire radius: 2.0 nm
a*: 3.259 nm
Ry*: 18.88 meV
matched d/R: 0.1772
matched d: 0.3544 nm
d/a*: 0.1088
cutoff-model kappa: 2.2690 /a*
cutoff-model binding: 97.2 meV
leading-log binding: 371.8 meV
Lambert binding: 33.3 meV
digamma binding: 103.1 meV
averaged-wire binding: 86.0 meV
basis shift, degree 12 to 14: 1.9e-09 meV
wire binding, alumina clad: 99.2 meV
wire binding, silica clad: 166.4 meV
even subband gap: 276.7 meV
offset of other valleys: 118.0 meV
subband-mixing estimate: 18.9 meV
barrier: 2.5 eV, mass 0.3 m0 (rough)
penetration length: 0.225 nm
cutoff binding with penetration: 90.5 meV
cutoff binding, equal cross masses: 94.8 meV
cutoff binding, donor at wall: 46.3 meV
bulk variational binding: 29.6 meV
bulk P level used: 45 meV (rough)
contact density wire/bulk: 2.68
central-cell estimate, wire: 28 meV
kT at 300 K: 25.85 meV
thermal length: 9.87 nm
donor spacing: 100 nm
ionized, averaged wire: 0.448
ionized, alumina clad: 0.370
```
